Why silicon's hole density-of-states mass grows with temperature

**Q:** I convert hole densities in silicon to Fermi levels at many temperatures. One density-of-states mass fits near 4 K, but it fails at room temperature. What does this mass mean if the bands are not parabolic?

**A:** It is a way of writing a thermal count of states. Let ε be the hole energy, measured downward from the top of the valence band. For nondegenerate holes the effective density of states is

N_v = Σ ∫ d³k/(2π)³ exp(−ε/k_BT) = 2 (m_d k_BT/2πħ²)^(3/2).

The sum runs over all six valence states, spin included. The second equality defines m_d(T). For one isotropic parabolic band with two spin states, m_d is the ordinary band mass. For several bands that all start at ε = 0 and are parabolic along every direction, it is still a constant, set by a sum over bands and an average over directions. If bands bend, or start at different energies, it depends on which energies are thermally sampled. Acceptor freeze-out at 4 K changes the number of holes, but not this band integral.

**Q:** Which bands do I need?

**A:** Those built from three p-like orbitals X, Y, Z, each with two spins. Take unstrained silicon, with the coupling to remote bands kept to second order in k. Without spin-orbit coupling, cubic symmetry restricts the 3×3 hole matrix. Reflecting x reverses both k_x and the orbital X, so the XY element must be odd in k_x and, likewise, in k_y. The diagonal elements are even. In units of ħ²/2m, with m the free-electron mass,

D_XX = L k_x² + M(k_y² + k_z²), D_XY = N k_x k_y,

and cyclically. The Luttinger parameters are introduced by L = γ₁+4γ₂, M = γ₁−2γ₂, N = 6γ₃. Define the energy q = ħ²k²/2m. For a fixed direction the three spinless energies are then A₁q, A₂q, A₃q, with A₁ ≤ A₂ ≤ A₃.

Spin-orbit coupling adds

S = (Δ/3)(1 − ℓ·σ),

where ℓ is the orbital angular momentum in units of ħ. The operator ℓ·σ equals 1 on the four j = 3/2 states and −2 on the two j = 1/2 states. Thus S puts four states at ε = 0 and two at ε = Δ, the split-off band.

**Q:** Must I diagonalize a 6×6 matrix to see what happens?

**A:** No. In the orbital basis (ℓ_k)_ij = −iε_ijk, where ε_ijk is the antisymmetric symbol. The spin-orbit blocks are therefore

S_ij = (Δ/3)(δ_ij + i Σ_k ε_ijk σ_k) = (Δ/3) σ_i σ_j.

Spin-orbit coupling keeps this form when orbital and spin axes rotate together, so we may use the principal axes of D. Choose basis states X_i ⊗ σ_iχ, with χ either of two fixed spinors. Since σ_i² = 1,

χ†σ_i(σ_iσ_j)σ_jχ′ = χ†χ′.

The six-band problem separates into two identical 3×3 problems,

h_ij = A_i q δ_ij + Δ/3.

The term Δ/3 stands in every element, diagonal or not. For an eigenvector c with component sum C,

(ε − A_i q)c_i = (Δ/3)C.

If C ≠ 0, divide by the bracket and sum over i. The factor C cancels, leaving

Σ_i 1/(ε − A_i q) = 3/Δ.

If C = 0 at nonzero q, at least two components are nonzero, and each needs ε = A_i q. Two curvatures must then coincide, and that band is exactly parabolic within this model.

**Q:** What does the equation say about the heavy holes?

**A:** Between two successive distinct poles the left side falls from +∞ to −∞, so there is one root in each gap. Below A₁q it is negative, so there is no root. The heavy band therefore lies between A₁q and A₂q. If A₁ = A₂ it is pinned at A₁q and cannot bend.

Along [100] the curvatures are M, M and L. Along [111] each diagonal element of D is γ₁ and each off-diagonal element is 2γ₃, so the curvatures are γ₁−2γ₃ twice and γ₁+4γ₃. With silicon's signs and magnitudes the equal pair is the lower one in both cases. The heavy band is parabolic along both axes.

Along [110], the X and Y orbitals have diagonal element (L+M)/2 = γ₁+γ₂ and coupling N/2 = 3γ₃. The curvatures are

γ₁+γ₂−3γ₃, γ₁−2γ₂, γ₁+γ₂+3γ₃.

These are all different, so this heavy band can bend.

**Q:** By how much does it bend?

**A:** Start with energies well below Δ. Multiply the secular equation by the three denominators:

3ε² − 2S₁qε + S₂q² = (3/Δ) Π_i(ε − A_i q),

where S₁ = ΣA_i and S₂ = Σ_{i<j}A_iA_j. For the heavy and light bands, the two that start at ε = 0, the energy is proportional to q at small q. Each term on the left is then of order q², while the right side is of order q³/Δ. Dropping the right side gives

ε/q = [S₁ ± √(S₁² − 3S₂)]/3.

Along [110], S₁ = 3γ₁. The quantity under the root is half the sum of the squared differences of the curvatures:

S₁² − 3S₂ = ½[(6γ₃)² + (3γ₂−3γ₃)² + (3γ₂+3γ₃)²] = 9γ₂² + 27γ₃².

The initial heavy slope is therefore γ₁ − √(γ₂²+3γ₃²).

Now take q much larger than Δ. Near A₁q the other two denominators grow with q, and only 1/(ε − A₁q) = 3/Δ remains. Hence

ε → (γ₁+γ₂−3γ₃)q + Δ/3.

At small k, spin-orbit coupling forces the heavy hole's components c_i to sum to nearly zero. The hole therefore cannot occupy the flattest orbital alone; along [110] that orbital holds about 60% of its weight. At large k the orbital energies differ by more than Δ. The state settles into the flattest orbital and pays only the mean spin-orbit energy Δ/3.

**Q:** Please put silicon's numbers in.

**A:** I use measured input parameters γ₁ = 4.285, γ₂ = 0.339, γ₃ = 1.446 and Δ = 44 meV. The initial [110] slope is 1.758, a mass of 1/1.758 = 0.57 m. The final slope is

4.285 + 0.339 − 3(1.446) = 0.286,

a mass of 3.5 m. The two limiting lines meet where

1.758q = 0.286q + 14.67 meV,

so q = 14.67/1.472 = 9.97 meV and ε = 17.5 meV. For comparison, k_BT is 0.34 meV at 4 K and 25.9 meV at 300 K. Cold holes sample the first line, while warm holes reach well into the second.

The change is gradual. The ratio q/ε, an apparent mass in units of m, is 0.67 at 5 meV, 1.7 at 25 meV and 3.0 at 100 meV. The parabolic heavy masses are 0.28 m along [100] and 0.72 m along [111].

**Q:** A heavy mass along a few axes need not control the total. How do you count all directions?

**A:** Put q = k_BT x², so k = x√(2mk_BT)/ħ. With two copies of three bands,

N_v = 2(2mk_BT/ħ²)^(3/2) (4π/8π³) ⟨Σ_n ∫₀^∞ x² dx exp(−ε_n/k_BT)⟩.

The brackets average over directions. Divide by 2(mk_BT/2πħ²)^(3/2). The ratio of the prefactors is (4π)^(3/2)/(2π²) = 4/√π, and

(m_d/m)^(3/2) = (4/√π) ⟨Σ_n ∫₀^∞ x² dx exp(−ε_n/k_BT)⟩.

Dividing the secular equation's energies by k_BT shows that, at fixed γ's, the result depends on temperature only through Δ/k_BT. The computed masses are:

4 K: 0.58 m
77 K: 0.72 m
150 K: 0.86 m
300 K: 1.03 m
600 K: 1.18 m

From 4 K to 300 K the mass grows by a factor of 1.8. The count m_d^(3/2) rises from 0.440 to 1.052 in units of m^(3/2), a factor of 2.4. That factor multiplies the usual T^(3/2) in N_v.

**Q:** The radial integral runs to infinity, but the Brillouin zone ends. Does that matter?

**A:** Not for this model at 300 K. Its lowest energy on the zone boundary is about 1.6 eV, or 62 k_BT. The quadratic bands are not reliable there; the number only shows that the model's thermal tail has died out. A direct sum of the original 6×6 energies over the truncated-octahedral zone, with lattice constant 5.43 Å, gives N_v = 2.64×10¹⁹ cm⁻³. The directional integral gives the same value, and their agreement was tested to 0.1%.

**Q:** Does the mass keep growing at higher temperature?

**A:** In this model it approaches a finite value. When k_BT ≫ Δ, the spinless energies A_iq suffice. Since ∫₀^∞x²exp(−Ax²)dx = (√π/4)A^(−3/2), the limit is

(m_∞/m)^(3/2) = ⟨Σ_i A_i^(−3/2)⟩,

which gives m_∞ = 1.39 m. In the opposite limit, k_BT ≪ Δ, the heavy and light slopes found above give 0.573 m. If Δ were infinite, the mass would stay at the lower value at every temperature; if Δ were zero, it would stay at the upper one. The finite splitting sets the temperature scale of the passage.

**Q:** Can you confirm the size at 300 K without the full integral?

**A:** We can bound it once m_∞ is known. Let d = Δ/k_BT, a_i = A_ix² and u = (1,1,1). Consider

h(s) = diag(a_i) + s uuᵀ, Z(s) = Tr exp[−h(s)],

with s running from 0 to d/3. The end point is our matrix divided by k_BT. Its diagonal elements are a_i + d/3. Because the exponential is convex, each diagonal element of exp(−h) is at least the exponential of minus the corresponding element of h. Therefore

Z(d/3) ≥ exp(−d/3) Z(0).

For the upper bound, define G(t) = uᵀexp(−th)u. It is a positive sum of exponentials in t, so ln G is convex and

G(t)G(1−t) ≤ G(0)G(1) = 3G(1).

Let g(s) = G(1) at a given s. Differentiating the matrix exponential gives

dg/ds = −∫₀¹ G(t)G(1−t)dt ≥ −3g.

Thus g(s) ≥ exp(−3s)g(0), and g(0) = Σexp(−a_i) = Z(0). Since dZ/ds = −g, integration yields

Z(d/3) ≤ Z(0)[1 − (1−exp(−d))/3] = Z(0)[2+exp(−d)]/3.

Integrating both bounds over k gives

exp(−d/3) ≤ (m_d/m_∞)^(3/2) ≤ [2+exp(−d)]/3.

At 300 K, d = 44/25.85 = 1.70, and m_d must lie between 0.95 m and 1.13 m. The integral gives 1.03 m. Even the lower bound is 1.65 times the 4 K mass.

**Q:** Could the growth simply come from holes entering the split-off band?

**A:** That contribution is small. At k = 0 the split-off eigenvector is u/√3, so its initial slope is the mean curvature S₁/3 = γ₁. Adding an uncoupled parabolic band with that slope contributes

exp(−1.70)(4.285)^(−3/2) ≈ 0.021

to (m_d/m)^(3/2). Relative to the cold-limit count of 0.434 this is a 5% increase, against the computed factor of 2.4.

In the coupled calculation, the heavy part of (m_d/m)^(3/2) rises from 0.378 to 0.922 and the light part from 0.062 to 0.118. The split-off part reaches 0.012. It is below the uncoupled estimate because the largest eigenvalue of a matrix linear in q is convex in q. The split-off band therefore lies at or above its initial straight line in hole energy, where fewer states are thermally accessible. The nearby band matters chiefly through its coupling to the others.

**Q:** And is [110] really responsible?

**A:** It is the main region, though not the whole effect. If each direction is assigned to its nearest crystal axis, the ⟨110⟩ regions cover a little under half of the solid angle and supply about 78% of the growth in m_d^(3/2). The ⟨111⟩ regions supply about 18% and the ⟨100⟩ regions about 4%.

There is growth near ⟨111⟩ even though the heavy band on that axis is straight. Most of it comes from heavy holes off the axis, where the two low curvatures differ and the band can bend. The light band adds a smaller part of this region's growth, but unlike the heavy band it contributes on the axis itself. With two equal low curvatures, the light-band root at large q obeys 2/(ε−A₁q) = 3/Δ. Its energy tends to A₁q + 2Δ/3, so its slope falls from γ₁+2γ₃ to γ₁−2γ₃.

A second comparison removes the warping by setting γ₂ = γ₃ = 1.003, the weighted mean (2γ₂+3γ₃)/5. The lower two curvatures then coincide in every direction, and the heavy band is parabolic throughout. The state count grows by a factor of 1.23 instead of 2.4. Spin-orbit coupling alone is therefore insufficient for the large effect; the warping is needed too.

**Q:** How far should I trust 1.03 m at room temperature?

**A:** Treat it as about 1.0 m in this model. The final [110] slope is the small difference 4.624 − 4.338. A 2% change in γ₃ shifts the second number by 0.087, which is 30% of the difference. Lowering or raising γ₃ by 2% gives 0.94 m or 1.18 m at 300 K, but 0.57 m or 0.59 m at 4 K. The growth factor of the mass then ranges from about 1.7 to 2.0.

This range covers one parameter, not the whole model error. The calculation holds the γ's and Δ fixed as the crystal warms, and it omits remote-band terms beyond k². Both could alter the flat [110] region, and their size is not determined here. Strain changes the matrix itself. At high hole density the Boltzmann factor must be replaced by Fermi occupation, and a single N_v no longer fixes the relation between density and Fermi level. The numerical output below gives the values to more digits for checking the arithmetic; those digits are not a claim of physical accuracy.

Computed values

```
Luttinger parameters g1, g2, g3: 4.285, 0.339, 1.446
Spin-orbit splitting: 44.0 meV
Lattice constant: 5.43 angstrom
kT at 4 K: 0.3447 meV; at 300 K: 25.852 meV
Spinless curvatures along [110]: [0.286 3.607 8.962]
Heavy mass along [100]: 0.2772 m
Heavy mass along [111]: 0.7179 m
Heavy [110] slope, small k: 1.7576; large k: 0.2860
Heavy [110] mass, small k: 0.5690 m
Heavy [110] mass, large k: 3.4965 m
Crossing of the two [110] lines: q = 9.97 meV
Energy at that crossing: 17.52 meV
Apparent [110] mass q/eps at 5 meV: 0.6737 m
Apparent [110] mass q/eps at 25 meV: 1.7184 m
Apparent [110] mass q/eps at 50 meV: 2.5196 m
Apparent [110] mass q/eps at 100 meV: 2.9941 m
Zero-temperature limit of m_d: 0.5733 m
m_d at 4 K: 0.5781 m; (m_d/m)^1.5 = 0.4396
m_d at 77 K: 0.7237 m; (m_d/m)^1.5 = 0.6157
m_d at 150 K: 0.8643 m; (m_d/m)^1.5 = 0.8035
m_d at 300 K: 1.0341 m; (m_d/m)^1.5 = 1.0517
m_d at 600 K: 1.1775 m; (m_d/m)^1.5 = 1.2777
Limit of m_d for kT >> Delta: 1.3919 m
Bounds on m_d at 300 K: 0.9536 to 1.1258 m
Growth of m_d, 4 to 300 K: factor 1.7887
Growth of m_d^1.5, 4 to 300 K: factor 2.3923
Heavy, light, split-off parts of (m_d/m)^1.5 at 4 K: 0.3781 0.0615 0.0000
Heavy, light, split-off parts of (m_d/m)^1.5 at 300 K: 0.9216 0.1178 0.0123
N_v at 300 K, zone sum: 2.6390e+19 cm^-3
N_v at 300 K, directional integral: 2.6390e+19 cm^-3
Lowest model energy on zone boundary: 1.596 eV
m_d^1.5 growth, uncoupled split-off band: factor 1.0474
Spherical-model parameter g2 = g3: 1.0032
m_d^1.5 growth, spherical model: factor 1.2299
Nearest <100>: 27 % of solid angle, 4 % of growth
Nearest <110>: 45 % of solid angle, 78 % of growth
Nearest <111>: 28 % of solid angle, 18 % of growth
g3 changed by -2 %: m_d(4 K) = 0.5655 m, m_d(300 K) = 0.9355 m
g3 changed by +2 %: m_d(4 K) = 0.5917 m, m_d(300 K) = 1.1823 m
```
